# Quadratic depth dependence of implant lateral variance from seven moments, part 2

The problem is to find the lateral variance $s(x)=E[y^2|x]$ of implanted ions that stop at depth $x$, where $y$ is the displacement along one lateral axis. Normal incidence on a laterally uniform amorphous target makes the distribution symmetric under $y\to-y$. Angle brackets average over retained ions, and lengths are in nm. The mean depth is $R$, the depth standard deviation is $\sigma$, and $t=(x-R)/\sigma$. The depth skewness and kurtosis are $\gamma=\langle t^3\rangle$ and $\beta=\langle t^4\rangle$. The lateral data are

$$
m_{02}=\langle y^2\rangle,\qquad
m_{12}=\langle(x-R)y^2\rangle,\qquad
m_{22}=\langle(x-R)^2y^2\rangle ,
$$

with $M_1=m_{12}/\sigma$ and $M_2=m_{22}/\sigma^2$. They give the parabola

$$
s=a_0+a_1t+a_2t^2=m_{02}+M_1t+a_2P_2(t),\qquad
P_2=t^2-\gamma t-1,
$$

$$
a_2=\frac{M_2-m_{02}-\gamma M_1}{\Delta},\quad
a_1=M_1-\gamma a_2,\quad a_0=m_{02}-a_2,
$$

with $\Delta=\beta-1-\gamma^2=\langle P_2^2\rangle$. $P_2$ is orthogonal to $1$ and $t$ under the depth profile. If the true variance is not quadratic, this is its dose-weighted least-squares parabola. In actual depth it reads $s=c_0+c_1x+c_2x^2$.

The example is a binary-collision simulation of 30 keV boron in amorphous silicon, with Lindhard–Scharff electronic stopping and 15756 retained ions. It gives $R=132.84$ nm, $\sigma=50.58$ nm, $\gamma=-0.2111$, $\beta=2.5763$ and $\Delta=1.5317$. In $\mathrm{nm^2}$, $m_{02}=3232.32$, $M_1=-367.40$, $M_2=3022.00$, $a_0=3420.27$, $a_1=-407.08$ and $a_2=-187.95$. At depths of 57, 133 and 209 nm ($t=-1.5,0,1.5$) the local variances are 3608, 3420 and 2387 $\mathrm{nm^2}$. The standard deviations are 60, 58 and 49 nm, against 57 nm from the mean variance.

Let ions enter uniformly for $y<0$ and be blocked by a mask for $y>0$. If the lateral distribution at each depth is Gaussian, the concentration $C$ relative to that far inside the window is

$$
\frac{C(x,y)}{C(x,-\infty)}
=\int_y^\infty\frac{e^{-u^2/2s(x)}}{\sqrt{2\pi s(x)}}\,du
=\frac12\operatorname{erfc}\!\left(\frac{y}{\sqrt{2s(x)}}\right).
$$

The ratio falls to 1% at 2.33 standard deviations. At 209 nm depth this is 114 nm under the mask with the local value and 132 nm with the depth-averaged value. These distances assume a Gaussian tail, which the moments do not establish. They also belong to the model, whose range is larger than that of a real implant at this energy and whose lateral spread falls strongly when the stopping is raised to correct the range, as discussed below; the comparison of the two distances is the point, not their absolute size.

Since $a_2$ is negative, the parabola cannot be positive at all depths. Its zeros follow from the quadratic equation:

$$
t=\frac{-a_1\pm\sqrt{a_1^2-4a_0a_2}}{2a_2}.
$$

They are $t=-5.48$ and $t=3.32$. The first lies outside the target, and the second is at 301 nm. The deepest simulated ion is at 287 nm, where the fitted variance is $443\ \mathrm{nm^2}$. The curve is thus permissible for all the ions of this sample, but only narrowly. The zero has a sampling uncertainty of about 5 nm, and in other samples of this size the fitted variance at the deepest ion scatters by a few hundred $\mathrm{nm^2}$ and is sometimes negative. The curve must not be continued into a deeper tail.

Counting ions in depth intervals gives a more direct view of the fit. The fitted values below are averaged over the same ions as the counted ones.

| Range of $t$ | Counted variance, $\mathrm{nm^2}$ | Parabola, $\mathrm{nm^2}$ |
|---|---:|---:|
| $-2.5$ to $-1.5$ | $3454\pm87$ | 3506 |
| $-1.5$ to $-0.5$ | $3690\pm57$ | 3622 |
| $-0.5$ to $0.5$ | $3395\pm40$ | 3399 |
| $0.5$ to $1.5$ | $2813\pm38$ | 2865 |
| $1.5$ to $2.5$ | $2220\pm69$ | 2078 |

The errors are standard errors. The parabola follows the main trend, and the largest difference, about two standard errors, is in the deepest interval. To estimate what is missing, let $P_3(t)$ be $t^3$ minus its least-squares fit by $1,t,t^2$. The best additional term is $bP_3$ with

$$
b=\frac{\langle y^2P_3\rangle}{\langle P_3^2\rangle},\qquad
\text{rms contribution}=|b|\sqrt{\langle P_3^2\rangle}
=\frac{|\langle y^2P_3\rangle|}{\sqrt{\langle P_3^2\rangle}} .
$$

It is 1.95% of $m_{02}$, with a standard error of 0.65%. The simulated local variance is therefore probably not strictly quadratic. For comparison, orthogonality gives the rms variation of the parabola itself:

$$
\sqrt{M_1^2+\Delta a_2^2}
=\sqrt{367.40^2+1.5317(187.95)^2}=435\ \mathrm{nm^2},
$$

which is 13.5% of $m_{02}$. The cubic term is a modest correction on average, about 1% or less at $t=0$ and $t=\pm1.5$, but in the deep tail it is not small: at $t=2.5$ it raises the fitted variance by some tens of percent, roughly 25 to 50% depending on the sample, with a sampling error of about 15 percentage points. Finding it requires a further mixed moment and depth moments up to the sixth.

The curvature is sensitive to the input because it comes from a difference of similar numbers. With all other moments fixed, an error $\delta M_2$ changes the result by

$$
\delta a_2=\frac{\delta M_2}{\Delta},\qquad
\delta s(t)=\frac{\delta M_2}{\Delta}P_2(t).
$$

A 1% error in $M_2$ is $30\ \mathrm{nm^2}$. It changes $a_2$ by $20\ \mathrm{nm^2}$, or 10% of its magnitude. At $t=1.5$, where $P_2=1.57$, the local variance changes by $31\ \mathrm{nm^2}$, which is only 1.3%. The curvature can thus be uncertain while the variance for $|t|\le1.5$ is still well determined; there, at fixed depth, a 1% error in $m_{02}$ or $\sigma$ also moves it by less than 2%. Further out this fails. At $t=2.5$, where $P_2=5.78$, the same error in $M_2$ changes the variance by 9%, and a 1% error in $\sigma$ at fixed $m_{12}$ and $m_{22}$ changes it by 14% at that depth. These figures refer to errors in moments taken about $R$. Moments supplied about the surface must be much more precise: here $\langle x^2y^2\rangle$ is nearly eight times $m_{22}$, and a 1% error in it, with the other surface moments fixed, moves the variance by up to 10% for $|t|\le1.5$. Other surface moments are more critical still: under the same rule a 1% error in $\langle xy^2\rangle$ moves it by up to 12%, in $\langle x^3\rangle$ by up to 21%, and in $\langle x\rangle$ by about its own size.

A correct variance also leaves the lateral shape open. If every depth had a Gaussian lateral distribution, $E[y^4|x]=3s^2$, and the overall lateral kurtosis would be

$$
\frac{\langle y^4\rangle}{m_{02}^2}
=\frac{3\langle s^2\rangle}{m_{02}^2}
=3\left(1+0.1345^2\right)=3.05 ,
$$

where the fitted parabola has been used for $s$. The simulation gives 2.76. Its local lateral distributions therefore have, on average, a smaller kurtosis than a Gaussian of the same variance.

Annealing changes both the depth profile and the lateral spread. Assume a constant, isotropic diffusivity $D$, an annealing time $\tau$, and a profile far enough from the surface for its boundary condition to be unimportant. Each ion acquires independent Gaussian displacements $p$ in depth and $q$ in the lateral direction, both of zero mean and variance $v=2D\tau$. With $\xi=x-R$, the mean depth is unchanged and

$$
\langle(\xi+p)^2\rangle=\sigma^2+v,\qquad
\langle(\xi+p)^3\rangle=\langle\xi^3\rangle,
$$

because odd powers of $p$ average to zero and $\langle\xi\rangle=0$. With $\langle p^4\rangle=3v^2$,

$$
\langle(\xi+p)^4\rangle=\langle\xi^4\rangle+6v\sigma^2+3v^2 .
$$

The lateral data transform in the same way:

$$
m_{02}'=m_{02}+v,\qquad
m_{12}'=\langle(\xi+p)(y+q)^2\rangle=m_{12}+v\langle\xi\rangle=m_{12},
$$

$$
m_{22}'=\langle(\xi^2+v)(y^2+v)\rangle
=m_{22}+v(\sigma^2+m_{02})+v^2 .
$$

These moments are exact under the stated assumptions. The new local variance need not remain quadratic, however. Ions now at depth $x'$ came from various original depths, so

$$
s'(x')=v+E[s(x)|x'] ,
$$

and the average on the right is not in general a quadratic function of $x'$. The transformed moments give its least-squares parabola.

For a rough boron diffusivity of $1.5\times10^{-14}\ \mathrm{cm^2/s}$ near 1000 °C and a time of 10 s, $v=3.0\times10^{-13}\ \mathrm{cm^2}=30\ \mathrm{nm^2}$. At the same three depths the variances rise to 3639, 3446 and 2436 $\mathrm{nm^2}$, by at most 2.1%. This diffusivity is the intrinsic value for crystalline silicon. It applies while the boron peak stays below the intrinsic carrier density of about $7\times10^{18}\ \mathrm{cm^{-3}}$, which for this profile means doses below about $10^{14}\ \mathrm{cm^{-2}}$. At higher doses $D$ is larger near the peak and varies with depth, so it is no longer constant. Implant damage can enhance diffusion for a time. An illustrative diffusion length $\sqrt v=20$ nm, or $v=400\ \mathrm{nm^2}$, gives

$$
\sigma'=54.39\ \mathrm{nm},\quad \gamma'=-0.170,\quad \beta'=2.683,\quad \Delta'=1.654,
$$

$$
m_{02}'=3632,\quad M_1'=-342,\quad M_2'=3450\ \mathrm{nm^2}.
$$

The general formula then gives $a_0'=3777$, $a_1'=-366$ and $a_2'=-145\ \mathrm{nm^2}$. At the original three depths the fitted variances are 4006, 3777 and 2984 $\mathrm{nm^2}$, so the increases are 398, 357 and 598 $\mathrm{nm^2}$ and not a uniform 400.

The unequal increases can be understood in large part by treating the original depth profile as Gaussian. For two independent Gaussian contributions, the original depth of an ion found at $x'$ has mean $x'+\delta$ and variance $w$, where

$$
\delta=-(x'-R)\frac{v}{\sigma^2+v},\qquad
w=\frac{\sigma^2v}{\sigma^2+v}.
$$

Averaging $s=c_0+c_1x+c_2x^2$ over that distribution gives

$$
s'(x')-s(x')=v+(c_1+2c_2x')\delta+c_2(\delta^2+w).
$$

Here $c_1=11.47$ nm and $c_2=-0.0735$. At 209 nm, $\delta=-10.3$ nm, $w=346\ \mathrm{nm^2}$ and the local slope is $-19.2$ nm. The estimated increase is $400+197-33=564\ \mathrm{nm^2}$, close to the 598 from the full moments. That figure is a difference of two fitted parabolas; averaging the fitted parabola directly over the original depths gives a local increase about 20 $\mathrm{nm^2}$ smaller, and about 30 $\mathrm{nm^2}$ smaller if the cubic term is included. Most of the excess over 400 comes from ions that moved in from shallower depths, where the lateral variance was larger. At 57 and 133 nm the same formula gives 399 and 375 $\mathrm{nm^2}$, against 398 and 357, so at the mean depth it accounts for only a little over half of the shortfall below 400.

In real boron implants at this energy the mean depth is roughly 0.1 µm, so the model's 133 nm is somewhat deep. Its electronic stopping is a likely cause. Raising that stopping by a factor 1.3, with the other inputs held fixed, lowers the mean depth to 119 nm and $m_{02}$ to $2388\ \mathrm{nm^2}$, a reduction of 26%. At $t=-1.5,0,1.5$ of the new profile the local variances are 2791, 2562 and 1550 $\mathrm{nm^2}$, from 8000 ions, with sampling errors of about 50, 30 and 40 $\mathrm{nm^2}$. Of the effects sized here, this changes the mean lateral variance most. The decrease toward large depth remains. The factor 1.3 closes less than half of the gap in depth. In this model a factor near 2 is needed to reach 0.1 µm, and the mean lateral standard deviation then falls from 57 nm to about 36 nm, still with a variance that decreases toward large depth.

Real wafers are also crystalline, and some ions can travel deep along open channels. As an illustration, let 3% of the ions have their depths multiplied by 1.8 while their lateral positions stay unchanged. The depth kurtosis rises from 2.58 to 4.21. At the original three depths the fitted variances become 3673, 3286 and 2770 $\mathrm{nm^2}$, and the last is 16% above its former value. The counted local variance at that depth rises by only about 2%, so most of the change is a distortion of the fit. A small tail can act strongly on the fit because the higher moments give large weight to distant ions. The size found here depends on keeping the lateral positions unchanged, whereas channelled ions travel nearly straight and spread less. If their lateral positions are halved, the rise at the deepest point is about 5 to 6%, and if they are set to zero it is about 1.5 to 3%. The depth moments are the same in all three cases, so these differences come from the lateral data. The depth moments act strongly themselves: the tail doubles $\Delta$ to about 3, and with $m_{02}$, $M_1$ and $M_2$ held at their former values the new depth moments alone raise the deepest value by about 15%. A laterally narrow tail offsets most of this through the lateral data. The 16% is therefore a property of this illustration, not an estimate for a crystal. When such a tail matters, describing the channelled ions as a separate population avoids forcing one parabola through both groups.

Tilting a wafer to reduce channelling breaks the symmetry used at the start. Rotating the simulated ion cloud by 7° shifts its mean lateral position by $R\sin7^\circ=16.2$ nm if the lateral symmetry is exact; the simulated value of 16.6 nm includes sampling scatter of about 0.5 nm. This uniform shift must be removed before lateral variances are formed. A linear change of the mean position with depth remains, and it accounts for a fraction $\rho^2$ of the lateral variance, where $\rho$ is the correlation coefficient of depth and lateral position. The simulated fraction is 0.05%, with a sampling uncertainty of a few hundredths of a percent, so this linear shift contributes negligibly to the lateral variance of this implant. The rotation does not include changes in surface loss or channelling.

## Calculated quantities

```
Boron in amorphous silicon; lateral values are per axis
Ion energy: 30 keV; simulated ions: 16000
Atomic density: 50 nm^-3; stop energy: 20 eV
Ion mass: 11.009 u; target mass: 28.086 u
Retained ions: 15756; lost through surface: 1.52 %
Mean depth: 132.84 nm; depth sd: 50.58 nm
Depth skewness: -0.2111; kurtosis: 2.5763
m02: 3232.32 nm^2; mean lateral sd: 56.85 nm
m12: -18583.5 nm^3; m22: 7731546.5 nm^4
M1: -367.40 nm^2; M2: 3022.00 nm^2
Denominator kurt-1-skew^2: 1.5317
a0: 3420.27 nm^2; standard error: 28.07 nm^2
a1: -407.08 nm^2; standard error: 23.99 nm^2
a2: -187.95 nm^2; standard error: 17.23 nm^2
c0: 3192.975 nm^2; c1: 11.47018 nm; c2: -0.0734645
Deepest ion: 286.7 nm
Parabola minimum: 442.7 nm^2 at 286.7 nm
4*a0*a2-a1^2: -2737120.1 nm^4
Depth 57.0 nm: variance 3608.0 nm^2; sd 60.07 nm
Depth 132.8 nm: variance 3420.3 nm^2; sd 58.48 nm
Depth 208.7 nm: variance 2386.7 nm^2; sd 48.85 nm
Depth bins in t: ions, counted variance +/- error, parabola mean (nm^2)
[-2.5,-1.5): 1271, 3453.6 +/- 87.0, 3506.0
[-1.5,-0.5): 3456, 3690.4 +/- 56.9, 3622.1
[-0.5,0.5): 5737, 3395.1 +/- 40.3, 3399.0
[0.5,1.5): 4347, 2813.0 +/- 37.8, 2865.4
[1.5,2.5): 876, 2219.5 +/- 69.4, 2077.7
Rms depth variation of parabola: 13.45 % of m02
Cubic term rms: 1.95 % of m02; standard error 0.65 %
Lateral kurtosis: simulated 2.755; local Gaussian 3.054
Neglected effects: variances at the three depths above
Rough diffusivity: 1.5e-14 cm^2/s; time: 10 s
Ordinary diffusion variance: 30.0 nm^2
Ordinary diffusion: 3638.9, 3446.2, 2435.7 nm^2
Illustrative enhanced diffusion length: 20.0 nm
Enhanced diffusion: 4006.1, 3777.3, 2984.2 nm^2
Illustrative tail: 3 % of ions, depths times 1.8
Channelled tail: 3672.6, 3285.7, 2769.8 nm^2
Kurtosis with channelled tail: 4.214
Tilt 7 deg: mean lateral shift 16.61 nm
Tilt: linear mean-shift share of lateral variance 0.049 %
Electronic stopping times 1.3: mean depth 119.25 nm, m02 2388.1 nm^2
Stronger stopping, at its own t=-1.5,0,1.5: 2791.2, 2562.3, 1549.6 nm^2
```
